# Scalar Compton scattering in the rest-frame gauge, and the effect of spin

## Problem

A photon of momentum \(k\) and energy \(\omega\) strikes a structureless particle of charge \(e\) and mass \(m\), at rest with momentum \(p\). The outgoing momenta are \(k'\) and \(p'\), and the photon leaves at angle \(\theta\) with energy \(\omega'\). Work at tree level with \(\hbar=c=1\), \(e^2=4\pi\alpha\), \(r=\alpha/m\), and metric \((+,-,-,-)\).

**(a)** For a spin-0 particle, show that polarizations with \(\varepsilon\cdot p=\varepsilon'\cdot p=0\) leave only the seagull diagram, and that the unpolarized cross section is

\[
\frac{d\sigma_0}{d\Omega}=\frac{r^2}{2}\left(\frac{\omega'}{\omega}\right)^2(1+\cos^2\theta).
\]

**(b)** Find the cross section of a Dirac particle with the same mass and charge. Its excess over (a) is called the spin part here. How does it depend on the linear polarizations?

**(c)** Evaluate both parts for a 500 keV photon and the electron's mass.

## Hints

1. Write all three scalar diagrams. Check that replacing \(\varepsilon\) by \(k\) gives zero; this permits the choice of gauge.
2. In the same gauge, move \(\not p+m\) through \(\not\varepsilon\) until it meets the initial spinor.
3. The initial Dirac particle is at rest, so in the Dirac representation the lower two components of its spinor vanish. Pauli matrices then suffice for the spin sum.

## Solution

### The scalar amplitude

With \(D_\mu=\partial_\mu+ieA_\mu\), the Lagrangian \(|D\phi|^2-m^2|\phi|^2\) contains

\[
-ieA^\mu(\phi^*\partial_\mu\phi-\phi\,\partial_\mu\phi^*)+e^2A^2|\phi|^2 .
\]

The one-photon vertex is therefore \(-ie\) times the sum of the scalar momenta entering and leaving. The two-photon vertex is \(2ie^2g^{\mu\nu}\), the 2 counting the two assignments of the photons. The propagator is \(i/(q^2-m^2)\), with denominators

\[
(p+k)^2-m^2=2p\cdot k,\qquad (p-k')^2-m^2=-2p\cdot k' .
\]

For real polarizations the sum of diagrams is

\[
\frac{M}{e^2}=2\varepsilon\cdot\varepsilon'
-\frac{(2p+k)\cdot\varepsilon\,(2p'+k')\cdot\varepsilon'}{2p\cdot k}
+\frac{(2p-k')\cdot\varepsilon'\,(2p'-k)\cdot\varepsilon}{2p\cdot k'} .
\]

Now replace \(\varepsilon\) by \(k\). Since \((p'-k)^2=(p-k')^2\), we have \(p'\cdot k=p\cdot k'\), and both denominators cancel. With \(k'\cdot\varepsilon'=0\),

\[
2k\cdot\varepsilon'-2p'\cdot\varepsilon'+2p\cdot\varepsilon'
=2\varepsilon'\cdot(k+p-p')=2\varepsilon'\cdot k'=0 .
\]

Likewise, \(\varepsilon'\to k'\) gives \(2\varepsilon\cdot(k'-p+p')=2\varepsilon\cdot k=0\), using \(p'\cdot k'=p\cdot k\). Hence the shifts

\[
\varepsilon\to\varepsilon-\frac{p\cdot\varepsilon}{p\cdot k}\,k,\qquad
\varepsilon'\to\varepsilon'-\frac{p\cdot\varepsilon'}{p\cdot k'}\,k'
\]

leave \(M\) unchanged and make both polarizations orthogonal to \(p\). They preserve \(\varepsilon\cdot k=\varepsilon'\cdot k'=0\). In this gauge

\[
(2p+k)\cdot\varepsilon=0,\qquad(2p-k')\cdot\varepsilon'=0 .
\]

Each pole diagram contains one of these factors, so each vanishes separately. In the rest frame \(\varepsilon=(0,\mathbf e)\) and \(\varepsilon'=(0,\mathbf e')\), with unit vectors transverse to their photons. Setting \(S=\mathbf e\cdot\mathbf e'\),

\[
M=2e^2\varepsilon\cdot\varepsilon'=-2e^2S .
\]

The absence of pole terms is a property of the gauge; the value of \(M\) is not. At 60° in the example below, with both polarizations in the scattering plane, the rest-frame gauge gives \(M/e^2=-1\) from the seagull. Adding \(k/m\) to \(\varepsilon\) and \(k'/m\) to \(\varepsilon'\) changes the three terms to \(0.200\), \(-3.652\) and \(2.452\), whose sum is again \(-1\).

### From amplitude to cross section

Write \(c=\cos\theta\). The condition \((p+k-k')^2=m^2\) reads \(m\omega-m\omega'-\omega\omega'(1-c)=0\), or

\[
\frac1{\omega'}-\frac1\omega=\frac{1-c}{m}.
\]

The flux factor is \(4p\cdot k=4m\omega\). After the momentum delta function has removed \(\mathbf p'\),

\[
\frac{d\sigma}{d\Omega}=\frac{|M|^2}{4m\omega}\,\frac1{4\pi^2}\,
\frac{\omega'^2}{(2\omega')(2E')}\,\frac1{d(E'+\omega')/d\omega'} ,
\]

where \(E'^2=m^2+\omega^2+\omega'^2-2\omega\omega'c\). Differentiating and then using energy conservation,

\[
E'\frac{d(E'+\omega')}{d\omega'}=E'+\omega'-\omega c=m+\omega(1-c)=\frac{m\omega}{\omega'} .
\]

Therefore

\[
\frac{d\sigma}{d\Omega}=\frac{|M|^2}{64\pi^2m^2}\left(\frac{\omega'}{\omega}\right)^2
=\frac{r^2}{4}\left(\frac{\omega'}{\omega}\right)^2\frac{|M|^2}{e^4},
\]

because \(e^4=16\pi^2\alpha^2\). For the scalar this is \(r^2(\omega'/\omega)^2S^2\).

Choose each polarization either in the scattering plane or perpendicular to it. Then \(S=c\) when both lie in the plane, \(S=1\) when both are perpendicular, and \(S=0\) for mixed pairs. The sum of \(S^2\) is \(1+c^2\); averaging over the initial polarization halves it. This proves (a).

### The Dirac amplitude

The vertex \(-ie\gamma^\mu\) and propagator \(i(\not q+m)/(q^2-m^2)\) give

\[
M=-e^2\bar u'\left[\frac{\not\varepsilon'(\not p+\not k+m)\not\varepsilon}{2p\cdot k}
-\frac{\not\varepsilon(\not p-\not k'+m)\not\varepsilon'}{2p\cdot k'}\right]u .
\]

Because \(p\cdot\varepsilon=0\), \((\not p+m)\not\varepsilon u=-\not\varepsilon(\not p-m)u=0\), and the same holds for \(\varepsilon'\). With \(p\cdot k=m\omega\), \(p\cdot k'=m\omega'\), and photon directions \(\mathbf n,\mathbf n'\),

\[
M=-\frac{e^2}{2m}\bar u'\left[\not\varepsilon'(\gamma^0-\boldsymbol\gamma\cdot\mathbf n)\not\varepsilon
+\not\varepsilon(\gamma^0-\boldsymbol\gamma\cdot\mathbf n')\not\varepsilon'\right]u .
\]

Here \(\not\varepsilon=-\boldsymbol\gamma\cdot\mathbf e\). Moving \(\gamma^0\) to the left, its two terms give \(-\gamma^0\{\boldsymbol\gamma\cdot\mathbf e',\boldsymbol\gamma\cdot\mathbf e\}=2S\gamma^0\). In the Dirac representation, with two-component spin states \(\chi,\chi'\),

\[
u=\sqrt{2m}\begin{pmatrix}\chi\\0\end{pmatrix},\qquad
\bar u'=\sqrt{E'+m}\left(\chi'^\dagger,\;-\chi'^\dagger\frac{\boldsymbol\sigma\cdot\mathbf p'}{E'+m}\right).
\]

A product of three spatial gamma matrices takes \((\chi,0)\) to a lower component containing the corresponding product of Pauli matrices. The bracket thus takes \((\chi,0)\) to \((2S\chi,-Q\chi)\), where

\[
Q=\boldsymbol\sigma\cdot\mathbf e'\,\boldsymbol\sigma\cdot\mathbf n\,\boldsymbol\sigma\cdot\mathbf e
+\boldsymbol\sigma\cdot\mathbf e\,\boldsymbol\sigma\cdot\mathbf n'\,\boldsymbol\sigma\cdot\mathbf e' .
\]

Consequently

\[
M=-e^2\sqrt{\frac{E'+m}{2m}}\;\chi'^\dagger F\chi,\qquad
F=2S+\frac{\boldsymbol\sigma\cdot\mathbf p'\,Q}{E'+m}.
\]

### The spin sum

Applying \(\boldsymbol\sigma\cdot\mathbf v\,\boldsymbol\sigma\cdot\mathbf w=\mathbf v\cdot\mathbf w+i\boldsymbol\sigma\cdot(\mathbf v\times\mathbf w)\) twice gives

\[
\boldsymbol\sigma\cdot\mathbf u\,\boldsymbol\sigma\cdot\mathbf v\,\boldsymbol\sigma\cdot\mathbf w
=i\mathbf u\cdot(\mathbf v\times\mathbf w)
+\boldsymbol\sigma\cdot[\mathbf u(\mathbf v\cdot\mathbf w)-\mathbf v(\mathbf u\cdot\mathbf w)+\mathbf w(\mathbf u\cdot\mathbf v)] .
\]

Let \(a=\mathbf e'\cdot\mathbf n\) and \(b=\mathbf e\cdot\mathbf n'\). Transversality gives \(Q=i\tau+\boldsymbol\sigma\cdot\mathbf q\), with

\[
\tau=\mathbf e'\cdot[(\mathbf n-\mathbf n')\times\mathbf e],\qquad
\mathbf q=a\mathbf e+b\mathbf e'-S(\mathbf n+\mathbf n') .
\]

Both \(\mathbf n\cdot\mathbf q\) and \(\mathbf n'\cdot\mathbf q\) equal \(ab-(1+c)S\). Since \(\mathbf p'=\omega\mathbf n-\omega'\mathbf n'\), and \(T=E'-m=\omega-\omega'\) is the recoil energy,

\[
\tfrac12\mathrm{Tr}(\boldsymbol\sigma\cdot\mathbf p'Q)=\mathbf p'\cdot\mathbf q=T[ab-(1+c)S].
\]

Squaring \(\mathbf q\), with \(\mathbf e\cdot(\mathbf n+\mathbf n')=b\) and \(\mathbf e'\cdot(\mathbf n+\mathbf n')=a\),

\[
q^2=a^2+b^2+2abS-4abS+2(1+c)S^2 .
\]

The square of a triple product is the determinant of the scalar products of its vectors. For \(\mathbf e'\), \(\mathbf n-\mathbf n'\) and \(\mathbf e\),

\[
\tau^2=\begin{vmatrix}1&a&S\\a&2(1-c)&-b\\S&-b&1\end{vmatrix}
=2(1-c)(1-S^2)-a^2-b^2-2abS .
\]

Adding,

\[
\tfrac12\mathrm{Tr}(Q^\dagger Q)=\tau^2+q^2=2(1-c)+4cS^2-4abS .
\]

In \(F^\dagger F\) the last term contains \((\boldsymbol\sigma\cdot\mathbf p')^2=\mathbf p'^2=T(T+2m)\), and \(E'+m=T+2m\). Hence

\[
\begin{aligned}
\tfrac12\mathrm{Tr}(F^\dagger F)
&=4S^2+\frac{T}{T+2m}\big\{4S[ab-(1+c)S]\\
&\qquad\qquad+2(1-c)+4cS^2-4abS\big\}\\
&=4S^2+\frac{T}{T+2m}[2(1-c)-4S^2].
\end{aligned}
\]

Multiplication by \((E'+m)/(2m)=(T+2m)/(2m)\) gives the spin-averaged square:

\[
\frac{\overline{|M|^2}}{e^4}
=4S^2\frac{T+2m-T}{2m}+\frac{T(1-c)}m
=4S^2+\frac{(\omega-\omega')^2}{\omega\omega'} .
\]

The last step uses \((1-c)/m=(\omega-\omega')/(\omega\omega')\). The first term is the scalar result. The second is independent of \(\mathbf e\) and \(\mathbf e'\): every pair of linear polarizations has the same spin part. Four pairs, divided by two for the initial average, give

\[
\left(\frac{d\sigma}{d\Omega}\right)_{\rm spin}
=\frac{r^2}{2}\left(\frac{\omega'}{\omega}\right)^2\frac{(\omega-\omega')^2}{\omega\omega'} .
\]

Adding the scalar part gives the Klein-Nishina formula,

\[
\frac{d\sigma}{d\Omega}=\frac{r^2}{2}\left(\frac{\omega'}{\omega}\right)^2
\left(\frac{\omega}{\omega'}+\frac{\omega'}{\omega}-\sin^2\theta\right).
\]

The spin part is a difference of cross sections, including the interference in \(F^\dagger F\); it is not a spin-flip probability. Its independence of polarization was derived for linear polarizations and can fail when both photons are circularly polarized. For the 500 keV photon of part (c) at 60°, the numerical check gives \(0.161\) for its contribution to \(\overline{|M|^2}/e^4\) with linear polarization, but \(0.241\) or \(0.080\) for circular polarization with the photon helicity kept or reversed.

In the forward direction \(\omega'=\omega\), and the spin part vanishes. For \(\omega\ll m\) it is smaller than the scalar part by order \((\omega/m)^2\), so both particles approach the Thomson pattern \((r^2/2)(1+\cos^2\theta)\). The leading departure from it is the common recoil factor \((\omega'/\omega)^2\simeq1-2(\omega/m)(1-\cos\theta)\), of first order in \(\omega/m\).

### Numbers for part (c)

With rest energy 510.999 keV, \(x=\omega/m=0.97848\), and \(r^2=79.408\) mb. At 60°,

\[
\frac{\omega'}{\omega}=\frac1{1+0.97848\times0.5}=0.67148,\qquad \omega'=335.7\ \text{keV}.
\]

The two parts are

\[
\frac{79.408}{2}(0.67148)^2(1.25)=22.38\ \text{mb/sr},
\]

\[
\frac{79.408}{2}(0.67148)^2\frac{(1-0.67148)^2}{0.67148}=2.88\ \text{mb/sr}.
\]

The same formulas give:

| Angle | Scalar (mb/sr) | Spin part (mb/sr) | Spin share of total |
|---|---:|---:|---:|
| 0° | 79.41 | 0 | 0% |
| 60° | 22.38 | 2.88 | 11.4% |
| 90° | 10.14 | 4.91 | 32.6% |
| 180° | 9.08 | 5.88 | 39.3% |

The scalar with the electron's mass is hypothetical. These tree-level values omit radiative corrections, binding and internal structure; a composite charged particle reduces to the Thomson amplitude of its total charge and mass as \(\omega\to0\), but its polarizability adds a term of order \(\omega^2\) that can dominate at wavelengths still far longer than the particle, as for a He\(^+\) ion in visible light. For spin 1/2, an anomalous magnetic moment changes the cross section at the same order in \(\omega/m\) as the spin part.

## Variation 1: equal parts in backscattering

**At what photon energy do the two parts agree at 180°?**

The spin-to-scalar ratio is \((\omega-\omega')^2/[\omega\omega'(1+c^2)]\). At 180°, \(\omega'/\omega=1/(1+2x)\), so equality requires

\[
\frac{4x^2}{1+2x}=2,\qquad 2x^2-2x-1=0,\qquad x=\frac{1+\sqrt3}{2}=1.366 .
\]

The positive root is taken. For the electron's mass this is 698 keV.

## Variation 2: integrated cross sections

**Integrate both parts over angle. Which is larger at high energy?**

Let \(u=1+x(1-c)=\omega/\omega'\), \(U=1+2x\), \(L=\ln U\) and \(A=1+1/x\). Then \(c=A-u/x\), and integration over \(c\) becomes \((1/x)\int_1^U du\). The scalar part is

\[
\begin{aligned}
\sigma_0&=\frac{\pi r^2}{x}\int_1^U\left[\frac{1+A^2}{u^2}-\frac{2A}{xu}+\frac1{x^2}\right]du\\
&=\pi r^2\left[\frac{2(1+A^2)}{U}-\frac{2AL}{x^2}+\frac2{x^2}\right],
\end{aligned}
\]

where \(1-1/U=2x/U\) and \(U-1=2x\). The spin part is

\[
\begin{aligned}
\sigma_{\rm spin}&=\frac{\pi r^2}{x}\int_1^U\frac{(u-1)^2}{u^3}\,du\\
&=\frac{\pi r^2}{x}\left[L+\frac2U-\frac1{2U^2}-\frac32\right].
\end{aligned}
\]

At 500 keV these are 237.3 mb and 51.8 mb, so spin supplies 17.9% of the total, 289.2 mb. For \(x\gg1\),

\[
\sigma_0\simeq\frac{2\pi r^2}{x},\qquad
\sigma_{\rm spin}\simeq\frac{\pi r^2}{x}\left(\ln2x-\frac32\right).
\]

The spin part is eventually larger, by a factor that grows logarithmically. Solving \(\sigma_0=\sigma_{\rm spin}\) numerically with the full expressions gives \(x=9.94\), or 5.08 MeV for the electron's mass.

## Calculated quantities

```
photon energy: 500.0 keV
rest energy of the charge: 510.999 keV
x = photon energy / rest energy: 0.97848 (dimensionless)
classical radius r: 2.81794 fm
r^2: 79.4079 mb
angle 0 deg: scattered energy 500.00 keV, ratio w'/w 1.00000
  scalar 79.4079, spin part 0.0000, Klein-Nishina 79.4079 mb/sr
  spin part / Klein-Nishina: 0.00 percent
angle 60 deg: scattered energy 335.74 keV, ratio w'/w 0.67148
  scalar 22.3777, spin part 2.8773, Klein-Nishina 25.2550 mb/sr
  spin part / Klein-Nishina: 11.39 percent
angle 90 deg: scattered energy 252.72 keV, ratio w'/w 0.50544
  scalar 10.1431, spin part 4.9084, Klein-Nishina 15.0516 mb/sr
  spin part / Klein-Nishina: 32.61 percent
angle 180 deg: scattered energy 169.09 keV, ratio w'/w 0.33819
  scalar 9.0819, spin part 5.8811, Klein-Nishina 14.9630 mb/sr
  spin part / Klein-Nishina: 39.30 percent
integrated scalar: 237.322 mb
integrated spin part: 51.844 mb
integrated Klein-Nishina: 289.166 mb
integrated spin share: 17.93 percent
Thomson cross section 8 pi r^2/3: 665.246 mb
scalar diagrams at 60 deg, both polarizations in the plane, M/e^2:
  rest-frame gauge: seagull -1.00000, s-pole 0.00000, u-pole 0.00000, sum -1.00000
  shifted by k/m and k'/m: seagull 0.19965, s-pole -3.65172, u-pole 2.45207, sum -1.00000
spin part of |M/e^2|^2 at 60 deg (dimensionless):
  linear 0.16072, circular kept 0.24108, circular reversed 0.08036
equal parts at 180 deg: x 1.36603, energy 698.04 keV
equal integrated parts: x 9.9440, energy 5081.4 keV
```
